# Steady surface composition and decay length of a sputtered alloy with diffusion

An alloy surface is eroded by ions, and one component leaves more readily than the other. The erosion is continued to a steady state at each of two temperatures, and a probe of the surface gives different signals. A tempting explanation is that faster diffusion has refilled the surface with the missing component. In the steady state of the model below this is wrong: the outermost composition is the same at both temperatures, provided heating leaves the ratio of the two sputtering yields unchanged, and the depth of the depleted zone has changed. Within this model, with the steady state reached and all emission from the outermost plane, correcting the surface composition for diffusion would introduce an error where none existed.

## Setting and assumptions

A binary alloy A–B fills the half-space $x>0$, with $x$ measured inward from the receding surface. The atomic fraction of A is $c(x,t)$, and $c\to c_b$ deep inside, with $0<c_b<1$. The assumptions are:

1. The atomic density $n$ is uniform and the surface stays flat.
2. The ion flux $J$ is constant. All emitted atoms come from the outermost plane, A at the rate $JY_A\,c(0,t)$ and B at the rate $JY_B[1-c(0,t)]$ per unit area. The component yields $Y_A,Y_B>0$ are constants.
3. The interdiffusivity $D>0$ is constant, and there is no segregation to the surface.
4. The target is much thicker than the disturbed zone, and the zone is much thicker than an atomic layer.

Define two speeds,
$$g_A=\frac{JY_A}{n},\qquad g_B=\frac{JY_B}{n}.$$
They are the recession speeds that surfaces of pure A and pure B would have with these yields. No physical constant enters the algebra, so it holds unchanged in atomic units.

**Theorem.** Under these assumptions there is one steady state, and in it
$$c(x)=c_b+(c_s-c_b)\,e^{-vx/D},\tag{1}$$
$$c_s=\frac{c_bY_B}{c_bY_B+(1-c_b)Y_A},\qquad v=\frac{g_Ag_B}{c_bg_B+(1-c_b)g_A}.\tag{2}$$
The surface fraction $c_s$ and the recession speed $v$ do not contain $D$. Diffusion sets the decay length $L=D/v$.

## Two lemmas

**Lemma 1 (balance equations).** The recession speed is
$$v(t)=g_Ac(0,t)+g_B[1-c(0,t)].\tag{3}$$
With $F=vc+D\,\partial c/\partial x$, the composition obeys
$$\frac{\partial c}{\partial t}=\frac{\partial F}{\partial x},\qquad F(0,t)=g_Ac(0,t).\tag{4}$$

*Proof.* Recession at speed $v$ removes $nv$ atoms per unit area and time. Equating this to the total emission $JY_Ac(0,t)+JY_B[1-c(0,t)]$ and dividing by $n$ gives (3).

In the frame of the surface the solid moves towards $x=0$ at speed $v$ and carries A with it at the rate $nvc$. Diffusion runs down the gradient. If $c$ rises with depth, A therefore diffuses towards the surface, at the rate $nD\,\partial c/\partial x$. Both terms are counted positive towards the surface, and their sum is $nF$.

A slab between $x$ and $x+dx$ receives $nF(x+dx)$ from below and gives up $nF(x)$ above. Its content $nc\,dx$ thus grows at the rate $n[F(x+dx)-F(x)]$, which is the first part of (4). No A accumulates in the surface plane itself, so the arriving flux $nF(0,t)$ equals the emitted flux $JY_Ac(0,t)$. Division by $n$ gives the second part. ∎

**Lemma 2 (constant flux).** In a steady state $F=vc_b$ at every depth.

*Proof.* With $\partial c/\partial t=0$, (4) says that $F$ is some constant $K$:
$$D\frac{dc}{dx}+vc=K.$$
A particular solution is $c=K/v$. The homogeneous equation $Dc'=-vc$ has the solution $Be^{-vx/D}$. Hence $c=K/v+Be^{-vx/D}$. Since $v>0$, the exponential vanishes at depth and $c\to K/v$. This limit must be $c_b$, so $K=vc_b$. ∎

## Proof of the theorem

Lemma 2 gives $c=c_b+Be^{-vx/D}$. At $x=0$ this reads $c_s=c_b+B$, so $B=c_s-c_b$, which is (1).

The surface values follow from the two atom balances. Lemma 2 and the boundary condition in (4) give
$$g_Ac_s=vc_b.\tag{5}$$
Subtracting (5) from (3), written as $v=g_Ac_s+g_B(1-c_s)$, gives
$$g_B(1-c_s)=v(1-c_b).\tag{6}$$
Divide (5) by $g_A$, divide (6) by $g_B$, and add. The left sides sum to one:
$$1=v\left[\frac{c_b}{g_A}+\frac{1-c_b}{g_B}\right]=v\,\frac{c_bg_B+(1-c_b)g_A}{g_Ag_B}.$$
This is the speed in (2). Inserting it in $c_s=vc_b/g_A$ gives $c_s=c_bg_B/[c_bg_B+(1-c_b)g_A]$, and the common factor $J/n$ cancels to leave the yields.

Conversely, the profile (1) with these values has constant flux $vc_b$ and satisfies (3) and (5), so it is a steady state. Each step fixed its unknown uniquely, so there is no other. ∎

**Remark 1 (why diffusion does not refill the surface).** At the surface the gradient is $(c_b-c_s)/L$, so diffusion delivers
$$D\,c'(0)=D\,\frac{c_b-c_s}{D/v}=v(c_b-c_s).$$
The moving solid delivers $vc_s$, and the sum is $vc_b$. A tenfold larger $D$ stretches the profile tenfold and reduces the gradient tenfold, leaving the delivery unchanged. Equations (5) and (6) also show that the sputtered flux has the bulk composition.

**Remark 2 (limits).** Dividing (5) by (6) gives
$$\frac{c_s}{1-c_s}=\frac{Y_B}{Y_A}\,\frac{c_b}{1-c_b}.$$
For equal yields there is no disturbance. For dilute A, $c_s\approx c_bY_B/Y_A$. If the yields depend on the surface composition, the same equation holds with $Y_A(c_s)$ and $Y_B(c_s)$ and becomes implicit, but $D$ is still absent.

**Remark 3 (diffusivity varying with depth).** Let ion damage enhance $D$ mainly near the surface. The flux is still constant and equal to $vc_b$, so (5), (6) and $c_s$ stand. The profile obeys $D(x)c'=-v(c-c_b)$, with the solution
$$c-c_b=(c_s-c_b)\exp\left[-\int_0^x\frac{v\,ds}{D(s)}\right].$$
For $D(x)=De^{-x/R}$ the integral is $(R/L)(e^{x/R}-1)$. It equals one at $x=R\ln(1+L/R)$, which is the new $1/e$ depth.

## A worked case

Take A as silver and B as gold, with $c_b=0.5$, $Y_A=6$ and $Y_B=4$, a current density of 50 µA/cm² of singly charged ions, $n=59$ nm⁻³ and $D=2$ nm²/s. Dividing the current density by the elementary charge gives $J=3.121$ nm⁻² s⁻¹. Then
$$g_A=\frac{3.121\times6}{59}=0.3174\ \text{nm/s},\qquad g_B=\frac{3.121\times4}{59}=0.2116\ \text{nm/s},$$
$$c_s=\frac{0.5\times4}{0.5\times4+0.5\times6}=0.40,\qquad v=\frac{0.3174\times0.2116}{0.5\,(0.2116+0.3174)}=0.254\ \text{nm/s}.$$
The decay length is $L=2.0/0.2539=7.88$ nm, or 78.8 Å. The silver fraction rises from 0.40 at the surface to 0.447 at 5 nm, 0.472 at 10 nm and 0.492 at 20 nm.

The steady boundary-value problem was also solved numerically, with $v$ as an unknown and without using (1) or (2). For $D=0.2$, 2 and 20 nm²/s, at fixed ion flux and yields, the surface fraction came out as 0.4000 each time, while $L$ was 0.79, 7.88 and 78.8 nm.

**Remark 4 (what a probe sees).** Suppose a surface analysis weights depth by $e^{-x/\Lambda}/\Lambda$. Its reading in the steady state is
$$c_b+\frac{c_s-c_b}{\Lambda}\int_0^\infty e^{-x(1/\Lambda+1/L)}dx=c_b+(c_s-c_b)\frac{L}{L+\Lambda}.$$
This does depend on $D$. With $\Lambda=1$ nm the reading is $0.5-0.1\times7.88/8.88=0.41$ for $D=2$ nm²/s. For $D=0.2$ nm²/s it is $0.5-0.1\times0.79/1.79=0.46$, a rough value because $L$ is then only about three atomic layers; a sum over discrete layers gives 0.45. Faster diffusion makes the probe report *less* silver, because the depleted zone fills more of the sampled depth. This is opposite to the refilling picture, and the outermost composition has not moved.

## The approach to the steady state

The theorem says nothing about early times, when diffusion does affect the surface. Let $v$ denote the steady speed and $v(t)$ the instantaneous one. Set $x=(D/v)\xi$ and $t=(D/v^2)\tau$. Then $D\,\partial c/\partial x=v\,\partial c/\partial\xi$, both sides of (4) acquire the factor $v^2/D$, and
$$\frac{\partial c}{\partial\tau}=\frac{\partial}{\partial\xi}\left[\frac{v(t)}{v}c+\frac{\partial c}{\partial\xi}\right],\qquad\left[\frac{v(t)}{v}c+\frac{\partial c}{\partial\xi}\right]_{\xi=0}=\frac{g_A}{v}\,c(0).$$
$D$ has disappeared. Starting from the uniform alloy, the surface composition is thus a function of $tv^2/D$ alone, for fixed $c_b$ and yields. The time scale $D/v^2$ is 31 s here, during which a depth of about $L$ is eroded.

Before the steady state is reached, A must be lost in excess of its bulk share. This excess equals the deficit of A in the profile (1):
$$n\int_0^\infty(c_b-c)\,dx=n(c_b-c_s)\int_0^\infty e^{-x/L}dx=n(c_b-c_s)\frac Dv.$$
This is $59\times0.1\times7.88=46.5$ silver atoms per nm². Faster diffusion enlarges this amount and delays the steady state.

A time-dependent calculation with discrete atomic layers gives these silver fractions in the top layer:

| Time (s) | $D=2$ nm²/s | $D=0.2$ nm²/s |
|---:|---:|---:|
| 10 | 0.450 | 0.411 |
| 30 | 0.428 | 0.401 |
| 100 | 0.408 | 0.400 |
| 300 | 0.401 | 0.400 |

At 10 s the two surfaces differ clearly; by 300 s they nearly agree. The scaling also shows: 10 s at the smaller $D$ corresponds to 100 s at the larger, and the values are 0.411 and 0.408. They need not coincide, because the layer spacing is a further length that the continuum scaling leaves out.

For the larger $D$, 100 s of erosion removes about 26 nm, a little over three decay lengths, and completes 92% of the surface change. A film no thicker than a few $L$ does not settle at this steady state. If nothing crosses its back face, no bulk alloy resupplies the surface, and the silver fraction there falls below 0.40 as the film is used up.

## Where the assumptions give way

**Discrete layers.** Let layers $i=0,1,2,\dots$ have spacing $a$ and let vacated sites be filled from below. The constant flux between neighbours is
$$vc_{i+1}+\frac Da(c_{i+1}-c_i)=vc_b.$$
With $\delta_i=c_i-c_b$ this becomes $v\delta_{i+1}+(D/a)(\delta_{i+1}-\delta_i)=0$, hence
$$\delta_{i+1}=\frac{\delta_i}{1+va/D}.$$
The decay length is $a/\ln(1+a/L)$. Since $\ln(1+\epsilon)=\epsilon-\epsilon^2/2+\dots$, it is $L+a/2$ to leading correction. With $a=n^{-1/3}=0.257$ nm the length is 8.00 nm instead of 7.88 nm. As $D\to0$ the ratio $\delta_{i+1}/\delta_i$ vanishes and the disturbance shrinks to the top layer, which still has the fraction $c_s$ because its atom balances are unchanged.

**Finite emission depth.** Let both components be emitted from depth $x$ with weight $w(x)=e^{-x/\lambda}/\lambda$, and let $\bar c=\int_0^\infty wc\,dx$. In the steady state, emission of each component must equal its supply from deep inside:
$$g_A\bar c=vc_b,\qquad g_B(1-\bar c)=v(1-c_b).$$
These are (5) and (6) with $\bar c$ in place of $c_s$. The quantity independent of $D$ is now the emission-weighted fraction, and the value at $x=0$ does depend on diffusion.

For $\lambda\ll L$ the shift can be estimated. Down to depth $x$ a share $W=1-e^{-x/\lambda}$ of the emission has occurred. The A emitted above $x$ must cross $x$ from below, partly carried by the solid moving there at speed about $vW$. With $c\approx c_s$ in this thin zone,
$$Dc'\approx W(g_Ac_s-vc_s)=Wv(c_b-c_s),$$
where (5) was used. Since $\int_x^\infty w\,ds=e^{-x/\lambda}$, integration by parts gives
$$\bar c-c(0)=\int_0^\infty c'e^{-x/\lambda}dx\approx\frac{c_b-c_s}{L}\left(\lambda-\frac\lambda2\right)=(c_b-c_s)\frac{\lambda}{2L}.$$
For $\lambda=0.257$ nm this is 0.0016, and the full numerical solution has $c(0)=0.3984$, in agreement. For $D=0.2$ nm²/s the estimate is 0.016 and the numerical shift 0.013; here $\lambda/L$ is about one third and the leading order is only a guide. In both solutions $\bar c=0.4000$.

**Segregation.** Let silver prefer the top layer, with the equilibrium ratio
$$\frac{c_0}{1-c_0}=\kappa\,\frac{c_1}{1-c_1},\qquad\kappa=e^{\Delta E/kT}.$$
If all emission still comes from the top layer with unchanged yields, (5) and (6) fix $c_0=c_s$ as before. The second layer must adjust. Solving the ratio for $c_1$ gives
$$c_1=\frac{c_0}{c_0+\kappa(1-c_0)}.$$
For $\Delta E=0.05$ eV and 450 K, $\kappa=3.63$ and $c_1=0.4/(0.4+3.63\times0.6)=0.155$. The layer calculation used the exchange flux
$$\frac Da\left[\sqrt\kappa\,c_1(1-c_0)-\frac{c_0(1-c_1)}{\sqrt\kappa}\right]$$
between the top two layers, which vanishes at this equilibrium. It gave $c_0=0.400$ and $c_1=0.163$. The second layer lies slightly above equilibrium because the exchange must carry the net upward flux $v(c_b-c_1)$. Without segregation $c_1$ is 0.403, so the depletion beneath the surface has grown from 0.097 to 0.337. Deeper down, the layer equation and its decay length are unchanged.

Heating also changes $\kappa$. At 600 K it is 2.63, and the equilibrium value of $c_1$ rises from 0.155 to 0.202. A probe that reaches below the top layer can then report *more* silver after heating, although $c_0$ is still 0.40. The trend in Remark 4 therefore applies to a change of $D$ alone, and the sign of a measured temperature effect does not by itself identify its cause.

If some emission comes from the second layer, the top fraction moves as well. With a chosen share of 10%, the balance is $0.9c_0+0.1c_1=0.4$. Together with the equilibrium ratio, which is the limit of fast exchange, this gives $c_0\approx0.43$. With the finite exchange flux above, $c_0$ is 0.425 for $D=2$ nm²/s and 0.419 for $D=0.2$ nm²/s, so the top fraction now depends on $D$.

## The real alloy

The example lies in the regime of silver–gold under argon ions of about 2 keV. Its yields, segregation energy and diffusion parameters are rough round values, not measurements. The nearly equal atomic densities of the two metals suit assumption 1. The least certain input is $D$. A rough thermal estimate, with prefactor $10^{13}$ nm²/s and barrier 1.8 eV, gives $7\times10^{-8}$ nm²/s at 450 K, far too little to form an 8 nm zone. The chosen 2 nm²/s therefore stands for diffusion enhanced by ion damage, and $L$ scales directly with it. If the enhancement falls off over a chosen $R=20$ nm, Remark 3 gives a $1/e$ depth of $20\ln(1+7.88/20)=6.6$ nm. Direct damage by 2 keV argon reaches only a few nanometres, so this $R$ presumes that mobile defects carry the enhancement deeper. With $R=3$ nm the depth would be $3\ln(1+7.88/3)=3.9$ nm, about half the value for constant $D$.

Segregation is the largest of the effects sized here: it more than triples the depletion just below the surface. Retained argon is another departure. Suppose that every ion stayed until erosion exposed it, that argon then left as readily as an average metal atom, and that the metals were still emitted at 4.8 atoms per ion. There would then be one argon atom per 4.8 metal atoms near the surface, a ratio of 0.21. With the other two conditions kept, this is an upper estimate, since earlier release lowers it. Argon would dilute both metals, but the silver-to-gold ratio in the emitting layer would still follow from (5) and (6) if the two yields kept their ratio. Roughening, which changes the local angle of incidence, is outside the model and has not been sized.

The numerical output below lists the program's inputs and results. The probe depth of 1 nm, the 10% emission share, the comparison at 600 K and the 3 nm fall-off were chosen in the text only.

## Computed values

```
INPUTS (rough round values, Ag-Au regime)
bulk Ag fraction: 0.50
yields Ag, Au: 6.0, 4.0 atoms/ion
ion current density: 50 uA/cm^2
atomic density: 59 nm^-3
diffusivity D: 2.0 nm^2/s
temperature: 450 K
STEADY STATE
ion flux: 3.121 nm^-2 s^-1
g_Ag, g_Au: 0.3174, 0.2116 nm/s
surface Ag fraction: 0.4000
mean yield: 4.80 atoms/ion
recession speed v: 0.2539 nm/s
decay length D/v: 7.88 nm = 78.8 angstrom
Ag fraction at 5 nm: 0.4470
Ag fraction at 10 nm: 0.4719
Ag fraction at 20 nm: 0.4921
Ag fraction at 40 nm: 0.4994
missing Ag: 46.5 atoms/nm^2
transient scale D/v^2: 31.0 s
SURFACE Ag FRACTION FROM BOUNDARY-VALUE PROBLEM
D = 0.2 nm^2/s: 0.400000, D/v = 0.79 nm
D = 2.0 nm^2/s: 0.400000, D/v = 7.88 nm
D = 20.0 nm^2/s: 0.400000, D/v = 78.77 nm
TRANSIENT, ATOMIC LAYERS: top-layer Ag fraction
t = 10 s: 0.4501 (D = 2.0 nm^2/s), 0.4109 (D = 0.2 nm^2/s)
t = 30 s: 0.4282 (D = 2.0 nm^2/s), 0.4011 (D = 0.2 nm^2/s)
t = 100 s: 0.4080 (D = 2.0 nm^2/s), 0.4000 (D = 0.2 nm^2/s)
t = 300 s: 0.4006 (D = 2.0 nm^2/s), 0.4000 (D = 0.2 nm^2/s)
t = 6000 s: 0.4000 (D = 2.0 nm^2/s), 0.4000 (D = 0.2 nm^2/s)
NEGLECTED EFFECTS
layer spacing and emission depth used: 0.257 nm
decay length with discrete layers: 8.00 nm
finite emission depth, Ag fraction at x=0: 0.3984
same with D = 0.2 nm^2/s: 0.3866
emission-weighted Ag fraction, both D: 0.40000, 0.40000
segregation energy: 0.05 eV
segregation enrichment ratio: 3.63
top-layer Ag fraction with segregation: 0.4000
second-layer Ag fraction with segregation: 0.1633
second-layer Ag fraction without it: 0.4032
second layer at local equilibrium: 0.1551
fall-off depth of enhanced D: 20 nm
1/e depth with that fall-off: 6.64 nm
thermal prefactor: 1e+13 nm^2/s
thermal barrier: 1.8 eV
thermal D alone: 6.9e-08 nm^2/s
retained Ar per metal atom, upper estimate: 0.21
```
